Why a Green's-function pole on the GW contour counts half

**Entry 1. The situation**

A one-shot GW calculation takes orbitals φ_n and energies ε_n from a mean-field calculation. When the quasiparticle equation is taken to first order in the self-energy, or linearised about ε_n, it needs the self-energy of orbital n at its own energy, ω = ε_n. By contour deformation, the self-energy becomes an integral along the imaginary frequency axis plus residues from those poles of G that lie inside the contour. At ω = ε_n the pole belonging to orbital n itself is neither inside nor outside. It sits on the contour.

The choice matters. For the highest occupied orbital (HOMO) of water, in the calculation of Entry 7, the correlation self-energy comes out as −0.892, 1.331 or 3.554 eV when this pole is counted zero times, half a time or once. The self-energy is defined by an integral along the real axis, which knows nothing of the deformed contour, so at most one of these can be right.

**Entry 2. One orbital and one mode, on the real axis**

Let a single orbital of energy ε couple to a single excitation of energy Ω > 0 with strength w² (ħ = 1 throughout). Take the time-ordered interaction without its bare Coulomb part:

W(ω') = w² [ 1/(ω' − Ω + iη) − 1/(ω' + Ω − iη) ] → 2Ωw²/(ω'² − Ω²) as η → 0⁺.

It is even in ω', falls off as 1/ω'², and has the static value W(0) = −2w²/Ω. The value is negative because screening weakens the repulsion.

With δ = ω − ε, the self-energy for an empty orbital is

Σ = (i/2π) ∫ dω' W(ω')/(ω' + δ + iη), integrated over the real axis.

The pole of G is at ω' = −δ − iη, below the axis. Closing the path in the upper half-plane encloses only the pole of W at ω' = −Ω + iη, whose residue is −w²/(δ − Ω + 2iη). The prefactor is (i/2π)(2πi) = −1, so

Σ_empty = w²/(δ − Ω) as η → 0.

For an occupied orbital the denominator is ω' + δ − iη and the pole of G lies above the axis. Closing below encloses ω' = Ω − iη, with residue w²/(δ + Ω − 2iη). The path is now clockwise, the prefactor is (i/2π)(−2πi) = +1, and

Σ_occ = w²/(δ + Ω).

Neither function does anything special at δ = 0. Their singularities lie at ω = ε + Ω and ω = ε − Ω, where an added electron or hole can leave behind a real excitation. At the crossing itself,

Σ_empty(δ=0) = −w²/Ω = +W(0)/2,
Σ_occ(δ=0) = +w²/Ω = −W(0)/2.

Half of the static interaction is already here, before any contour has been deformed.

**Entry 3. The same integral through the imaginary axis**

The poles of W lie just below the positive real axis and just above the negative one. The first and third quadrants therefore contain no pole of W, and the real path can be turned through them onto the imaginary axis. This holds for any number of modes.

In the first quadrant, go from 0 to +∞, along the large arc to i∞, and back down to 0. This loop runs counter-clockwise. In the third quadrant, go from −∞ to 0, down to −i∞, and back along the arc. This loop runs clockwise. On the arcs the integrand falls as 1/|ω'|³ while the length grows as |ω'|, so they contribute nothing. Writing F for the integrand and adding the two loops gives

∫ F dω' (real axis) = ∫ F dω' (from −i∞ to i∞) + 2πi (residues in quadrant 1) − 2πi (residues in quadrant 3).

The bare interaction v does not fall off, and its real-axis integral converges only conditionally. It is fixed by a factor e^{iω'0⁺}, which gives the exchange: −v for an occupied orbital and 0 for an empty one. That factor grows in the third quadrant, so the path cannot be turned there. Without the factor the two arcs cancel each other and the result is −v/2 or +v/2, wrong by v/2. That is why v is split off and treated separately as static exchange. Below, W always means the screened interaction minus v.

The only residues come from G. Its pole is at ω' = −δ, shifted up for an occupied orbital and down for an empty one, and its residue is W(−δ) = W(δ).

For an occupied orbital the pole is in quadrant 1 if δ < 0. It contributes (i/2π)(2πi)W(δ) = −W(δ).

For an empty orbital the pole is in quadrant 3 if δ > 0. It contributes (i/2π)(−2πi)W(δ) = +W(δ).

With f = 1 for an occupied and f = 0 for an empty orbital, and θ the unit step, both cases read

R(δ) = [θ(δ) − f] W(δ), δ ≠ 0.

The occupation enters as a constant, while the step is common to both cases. As ω rises through ε, the residue term therefore changes by +W(0) for either occupation: an empty orbital gains the residue +W(0), and an occupied one loses −W(0).

On the imaginary axis put ω' = iy, dω' = i dy. For δ ≠ 0 the infinitesimal in G can be dropped:

I(δ) = (i/2π) i ∫ dy W(iy)/(δ + iy) = −(1/2π) ∫ dy W(iy) (δ − iy)/(δ² + y²).

Since W(iy) is even in y, the term with −iy is odd and integrates to zero. The rest is twice the integral over positive y:

I(δ) = −(1/π) ∫₀^∞ dy W(iy) δ/(δ² + y²).

The factor δ/(δ² + y²) is a Lorentzian of width |δ| whose area on the half-line is (π/2) sgn δ. As δ shrinks it narrows onto y = 0 without losing area, and it changes sign with δ. This is the source of the jump.

**Entry 4. Test on the single mode**

Here W(iy) = −2Ωw²/(y² + Ω²). Partial fractions give

∫₀^∞ dy / [(y² + Ω²)(y² + δ²)] = [1/(Ω² − δ²)] [π/(2|δ|) − π/(2Ω)] = π / [2Ω|δ|(Ω + |δ|)],

and hence

I(δ) = (2Ωw²δ/π) · π/[2Ω|δ|(Ω + |δ|)] = sgn(δ) w²/(Ω + |δ|).

Just above the crossing I = +w²/Ω = −W(0)/2, and just below it I = −w²/Ω = +W(0)/2. The jump on going upwards is −W(0), opposite to that of the residue term.

The sum must reproduce Entry 2 at finite δ too. For an empty orbital with δ > 0,

I + R = w²/(δ + Ω) + 2Ωw²/[(δ − Ω)(δ + Ω)] = w²(δ − Ω + 2Ω)/[(δ − Ω)(δ + Ω)] = w²/(δ − Ω).

With δ < 0 there is no residue, and I = −w²/(Ω − δ) = w²/(δ − Ω), the same function.

For an occupied orbital with δ > 0 there is no residue, and I = w²/(δ + Ω). With δ < 0,

I + R = w²/(δ − Ω) − 2Ωw²/[(δ − Ω)(δ + Ω)] = w²(δ + Ω − 2Ω)/[(δ − Ω)(δ + Ω)] = w²/(δ + Ω).

Both agree with the real-axis result. The two discontinuities come from the way the integral was divided, and the self-energy has none.

**Entry 5. The pole on the path**

Now set δ = 0 before letting η go to zero. For an empty orbital the pole of G is at ω' = −iη, on the imaginary axis. The upward path must avoid it by a small semicircle, on one side or the other.

If the path passes to the left of the pole, the pole is outside the third-quadrant loop and there is no residue. The semicircle runs clockwise through an angle π and gives −iπW(−iη). With the prefactor i/2π this is +W(−iη)/2.

If the path passes to the right, the pole is inside the loop and contributes +W(−iη). The semicircle now runs counter-clockwise and gives (i/2π)(iπ)W(−iη) = −W(−iη)/2. The total is again +W(−iη)/2.

What remains is the principal value of the straight part. With u = y + η measured from the pole,

(i/2π) PV∫ dy W(iy)/(y + η) = (i/2π) ∫₀^∞ du [W(i(u − η)) − W(i(u + η))]/u,

where the contributions of u and −u have been paired and the evenness of W used. The bracket vanishes as η → 0, and for the smooth W(iy) of a system with Ω > 0 so does the integral. The self-energy is then +W(0)/2.

For an occupied orbital the pole is at +iη, on the edge of the first quadrant. A path to its left leaves the pole inside the loop: −W + W/2 = −W/2. A path to its right leaves it outside: 0 − W/2 = −W/2.

So a pole on the contour counts half, provided the imaginary-axis integral is taken as a principal value, which is zero at δ = 0. In the formula for R this amounts to θ(0) = 1/2. Counting the pole as 0 or 1 is also consistent, but then the matching semicircle has to be kept.

**Entry 6. Many orbitals and many modes**

Consider a finite system with a gap, in a finite basis, at zero temperature with real orbitals and the chemical potential in the gap. The diagonal correlation self-energy of orbital n is a sum over orbitals m of the same spin:

Σ_n(ω) = (i/2π) Σ_m ∫ dω' W_m(ω')/(ω + ω' − ε_m ± iη), plus sign for empty m, minus for occupied m,

W_m(ω') = ∫∫ φ_n(r)φ_m(r) W(r,r';ω') φ_n(r')φ_m(r') dr dr'.

In the random-phase approximation (RPA) with a stable reference, W_m is a sum over modes s with Ω_s > 0 and w_s² ≥ 0, where w_s² depends on n and m:

W_m(ω') = Σ_s 2Ω_s w_s²/(ω'² − Ω_s²).

Entry 3 applies to each m separately, with δ_m = ω − ε_m:

Σ_n(ω) = Σ_m { I_m(δ_m) + [θ(δ_m) − f_m] W_m(δ_m) }, θ(0) = 1/2, I_m(0) = 0.

The jump can be found without the mode sum. Substitute y = |δ| tan α. Then δ dy/(δ² + y²) = sgn(δ) dα, and

I_m(δ) = −(sgn δ/π) ∫₀^{π/2} dα W_m(i|δ| tan α).

On the imaginary axis every mode contributes with the same sign, and its magnitude falls with y, so |W_m(iy)| ≤ |W_m(0)|. The integrand is bounded by a constant on a finite interval and tends to W_m(0) at each α < π/2. The limit may therefore be taken under the integral:

I_m(0⁺) = −W_m(0)/2, I_m(0⁻) = +W_m(0)/2.

The axis term jumps by −W_m(0), the residue term by +W_m(0), and the sum is continuous. Its common limit is (1/2 − f_m)W_m(0), the value found with the pole on the path. If several orbitals share the energy ε_m, each term obeys the same rule, and each of their poles counts half.

The mode sum also gives the slope. The contribution of m is Σ_s w_s²/(δ + Ω_s) or Σ_s w_s²/(δ − Ω_s), and both have the derivative −Σ_s w_s²/Ω_s² at δ = 0.

The limiting argument needs W_m(iy) to be bounded and to have a finite limit at y = 0. In a finite system a gap guarantees this through Ω_s > 0. In a periodic insulator it does not suffice: the term m = n is the q → 0 element, which grows as 1/q² although every Ω_s is positive, and it has to be integrated over q around zero first. If a mode softens at fixed w², then W_m(0) = −2w²/Ω grows without bound, and the range |δ| ≪ Ω over which I_m stays near its limiting value shrinks to nothing. A gapless system therefore needs its own examination of W_m(iy) near y = 0.

**Entry 7. Water**

The molecule has O–H distances of 0.96 Å and an angle of 104.5°. The orbitals are Hartree–Fock in the cc-pVDZ basis, 24 in all with 5 occupied, and W is taken in the RPA. The basis is small and nothing is made self-consistent, so the numbers show how the terms combine and do not predict measured energies. The later decimals are kept so that the cancellation can be followed. They are not converged in the basis. In aug-cc-pVDZ and cc-pVTZ the HOMO element W(0) moves from −4.45 to −4.99 and −4.78 eV, Σ_HOMO from 1.33 to 1.48 and 0.99 eV, the corrected level from −12.08 to −12.38 and −12.73 eV, and the lowest mode from 18.96 to 14.91 and 17.97 eV. For the LUMO, W(0) moves from −0.184 to −0.013 and −0.126 eV, and Σ from −0.345 to −0.120 and −0.426 eV.

For n = m = HOMO the static element is W(0) = −4.4456 eV. Rows in eV:

δ = −0.01: axis −2.2224, residue +4.4456, sum 2.2232
δ = 0: axis 0, residue +2.2228, sum 2.2228
δ = +0.01: axis +2.2224, residue 0, sum 2.2224

The axis term jumps by +4.4456 eV, which is −W(0), and the residue term by −4.4456 eV. The middle residue is half of 4.4456. Direct quadrature of the defining real-axis integral at two finite values of η, extrapolated to η = 0, also gives 2.2228 eV at δ = 0. That calculation involves no deformed contour and no rule for counting poles.

The small drift of the sum is the slope found in Entry 6, here −0.0387. Between δ = −0.5 and +0.5 eV it predicts a change of −0.0387 eV. The computed sums are 2.2423 and 2.2037 eV, a change of −0.0386 eV, which agrees within the rounding of the last digit. Every Ω_s is at least 18.96 eV, the lowest spin-singlet RPA excitation (only singlet modes enter W), so Σ_s w_s²/Ω_s² ≤ (1/18.96 eV) Σ_s w_s²/Ω_s and the magnitude of the slope cannot exceed 2.2228/18.96 = 0.117. This is only a bound. The actual slope is three times smaller and corresponds to a weighted mode energy of 2.2228/0.03866 ≈ 57.5 eV.

At ω = ε_HOMO no other pole is counted: no occupied level lies above ω and no empty level below it. The axis terms of all the other orbitals add up to −0.892 eV, so

Σ_HOMO = −0.892 + 2.223 = 1.331 eV.

The independent sum over the poles of Σ gives the same value. With Hartree–Fock orbitals the exchange is already contained in ε_n, and to first order in Σ the corrected level is ε_n + Σ_n(ε_n):

−13.414 + 1.331 = −12.083 eV.

Linearising the quasiparticle equation about ε_n would in addition multiply Σ_n(ε_n) by Z = 1/(1 − dΣ_n/dω), with the slope summed over all m. That factor, 0.949 for this level, would give −12.151 eV; it is left out here.

Counting the pole zero times would give −14.306 eV, and counting it once −9.860 eV. Either error is |W(0)|/2 = 2.22 eV, larger than the correction being sought. This size belongs to a compact orbital. As an orbital spreads out the element shrinks: for the HOMO of a chain of twelve H₂ molecules (bond 0.74 Å, period 2.0 Å, 6-31G basis) |W(0)|/2 is 0.16 eV against Σ = 0.44 eV.

The lowest empty orbital (LUMO) shows the other sign. Its static element is −0.1836 eV, its half residue is +W(0)/2 = −0.0918 eV, and

Σ_LUMO = −0.2535 − 0.0918 = −0.3453 eV,

again equal to the pole sum.

Deeper energies mix whole and half poles. At the energy of a lower occupied level, every occupied level above it counts fully, with W_m taken at the energy difference, and the level itself counts half. The HOMO self-energy was tested in this way with ω placed on each of the 24 orbital energies in turn, and it agreed with the pole sum every time.

**Entry 8. Close to the crossing on a fixed grid**

If ω misses ε_m by a tiny amount, the strict rule counts the pole as 0 or 1, and the axis integral has to supply the compensating ∓W_m(0)/2. On a fixed frequency grid it may fail to do so. Once |δ| is far below the smallest grid point, each sampled value of δ/(δ² + y²) is close to δ/y², and the numerical sum goes to zero in proportion to δ. The true integral keeps its finite limit.

For the HOMO at δ = 0.001 eV, a 32-point Gauss–Legendre grid mapped onto the half-line by y = y₀(1 + t)/(1 − t) with y₀ = 27.2 eV (smallest point 0.037 eV) gives 0.110 eV; halving y₀ doubles this number. The converged value is 2.223 eV, so about 95% of the term is lost.

The remedy is to subtract a function that has the same value at y = 0 and a known integral. Take W_m(0)a²/(y² + a²) with a fixed a > 0. The integral of Entry 4, with Ω replaced by a, gives its contribution:

−(1/π) W_m(0) a² δ · π/[2a|δ|(a + |δ|)] = −(sgn δ/2) W_m(0) a/(a + |δ|).

The remaining difference, W_m(iy) minus this function, starts as y² at small y. Multiplied by δ/(δ² + y²) it has no narrow peak and is of order δ, so the fixed grid can handle it. With a = 27.2 eV the same 32 points now give 2.223 eV.

At δ = 0 the added term vanishes because sgn 0 = 0, and the half residue takes its place. The numerical check tests this subtraction at δ = +0.001 eV only; its checks on both sides of the crossing and at the crossing itself use a logarithmic grid that resolves the narrow peak without subtraction.

Values computed for the example and the checks

```
O-H distance: 0.96 angstrom; H-O-H angle: 104.5 degree
Orbitals: 24, occupied: 5, pairs: 95
Lowest RPA excitation energy: 18.960 eV
HOMO orbital energy: -13.4140 eV
HOMO static element W_n(0): -4.4456 eV
HOMO imaginary-axis jump: 4.4456 eV
HOMO residue jump: -4.4456 eV
HOMO delta, axis term, residue term, sum (all eV):
   -0.50   -2.2037    4.4460    2.2423
   -0.01   -2.2224    4.4456    2.2232
    0.00   -0.0000    2.2228    2.2228
    0.01    2.2224    0.0000    2.2224
    0.50    2.2037    0.0000    2.2037
HOMO slope of the sum at delta=0: -0.03866 (no unit)
HOMO real-axis value, delta=0: 2.2228 eV
HOMO Sigma, pole counted 0: -0.8920 eV
HOMO Sigma, pole counted 1/2: 1.3309 eV
HOMO Sigma, pole counted 1: 3.5537 eV
HOMO Sigma, pole sum: 1.3309 eV
Energies tested with a pole on the contour: 24
Fixed grid: 32 points, a = 27.2114 eV
HOMO axis term at delta = 0.001 eV:
  fixed grid, plain: 0.1097 eV
  fixed grid, subtracted: 2.2228 eV
  converged: 2.2228 eV
LUMO orbital energy: 5.0369 eV
LUMO static element W_n(0): -0.1836 eV
LUMO imaginary-axis jump: 0.1836 eV
LUMO residue jump: -0.1836 eV
LUMO delta, axis term, residue term, sum (all eV):
   -0.50   -0.0911    0.0000   -0.0911
   -0.01   -0.0918    0.0000   -0.0918
    0.00   -0.0000   -0.0918   -0.0918
    0.01    0.0918   -0.1836   -0.0918
    0.50    0.0911   -0.1836   -0.0926
LUMO slope of the sum at delta=0: -0.00147 (no unit)
LUMO real-axis value, delta=0: -0.0918 eV
LUMO Sigma, pole counted 0: -0.2535 eV
LUMO Sigma, pole counted 1/2: -0.3453 eV
LUMO Sigma, pole counted 1: -0.4371 eV
LUMO Sigma, pole sum: -0.3453 eV
```
